\section*{Transverse effective charge of zincblende compounds in the bond-orbital model, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from a polar bond to the transverse charge}

\subsection{The question}

In a transverse optical vibration of long wavelength, the two sublattices of a zincblende crystal move against each other. In a compound such as GaAs this motion produces an electric dipole in every cell, which is why the vibration couples to infrared light. If the atoms were rigid ions, the dipole would be the ionic charge times the relative displacement. Electrons in a polar bond are not rigidly attached to either atom, however. When a bond becomes shorter or longer, the balance between its two ends changes, and charge flows along it. The charge that couples to light therefore differs from the charge that sits on an atom at rest.

The aim is to calculate both parts with a model of independent two-electron bonds. The compound has a cation with $4-\Delta Z$ valence electrons and an anion with $4+\Delta Z$, where $\Delta Z=1$ for a III-V compound and $\Delta Z=2$ for a II-VI compound. The elementary charge $e$ is positive, so an electron carries $-e$. Effective charges are numbers in units of $e$ and refer to the cation.

\subsection{Definition of the transverse charge}

Let the cation sublattice move by a small vector $\mathbf u$ while the anion sublattice stays fixed. If $\delta\mathbf p$ is the resulting change of dipole moment per primitive cell, taken at zero macroscopic electric field, the transverse charge $e_T^*$ is defined by
\begin{equation}
\delta\mathbf p=e\,e_T^*\,\mathbf u .
\label{eq:def}
\end{equation}
A single number suffices because the cation site has tetrahedral symmetry: a linear relation between two vectors that respects this symmetry is a multiple of the identity. The explicit sum over bonds below shows the same thing.

The condition of zero field matches the transverse vibration. When retardation is neglected, the field of a wave with wavevector $\mathbf q$ is a gradient and points along $\mathbf q$. The polarization of a transverse wave is perpendicular to $\mathbf q$ and creates no such field.

A rigid translation of the neutral crystal changes no cell dipole. Moving the anions by $\mathbf u$ is equivalent to moving the cations by $-\mathbf u$ and then translating everything by $\mathbf u$. The anion therefore has transverse charge $-e_T^*$.

\subsection{Geometry of the four bonds}

Each cation has four anion neighbours at distance $d$. The unit vectors from the cation to the anions are
\begin{align}
\mathbf n_1&=\tfrac{1}{\sqrt3}(1,1,1), &
\mathbf n_2&=\tfrac{1}{\sqrt3}(1,-1,-1),\nonumber\\
\mathbf n_3&=\tfrac{1}{\sqrt3}(-1,1,-1), &
\mathbf n_4&=\tfrac{1}{\sqrt3}(-1,-1,1).
\label{eq:n}
\end{align}
Each Cartesian component is positive twice and negative twice, so $\sum_i\mathbf n_i=0$. The square of each component is $1/3$, and four bonds give $4/3$. For two different components, such as $x$ and $y$, the products are $+\frac13,-\frac13,-\frac13,+\frac13$, and their sum vanishes. Hence, for any vector $\mathbf u$,
\begin{equation}
\sum_{i=1}^{4}(\mathbf u\cdot\mathbf n_i)\,\mathbf n_i=\frac43\,\mathbf u .
\label{eq:tensor}
\end{equation}

A primitive cell contains one cation, one anion and four bonds. It is convenient to assign to the cell the four bonds that meet at its cation. Every bond of the crystal is then counted once.

\subsection{The two-level bond}

On each atom the valence $s$ orbital and the three $p$ orbitals are combined into four orthonormal $sp^3$ hybrids, one pointing along each bond. A bond is built from the cation hybrid $|c\rangle$ and the anion hybrid $|a\rangle$ that face each other. They are treated as orthogonal, and all coupling between different bonds is dropped. This is the bond-orbital approximation.

Let the hybrid energies be $\varepsilon_c$ and $\varepsilon_a$, with $\varepsilon_c>\varepsilon_a$. The polar energy is half their difference,
\begin{equation}
V_3=\frac{\varepsilon_c-\varepsilon_a}{2}.
\end{equation}
The coupling between the hybrids is $-V_2$ with $V_2>0$; this $V_2$ is called the covalent energy. Measured from the mean hybrid energy, the Hamiltonian in the order $(|c\rangle,|a\rangle)$ is
\begin{equation}
H=\begin{pmatrix}V_3&-V_2\\-V_2&-V_3\end{pmatrix}.
\end{equation}
Its eigenvalues are $\pm W$, with $W=\sqrt{V_2^2+V_3^2}$, because the trace is zero and the determinant is $-(V_2^2+V_3^2)$. Write the lower state, of energy $-W$, as $x|c\rangle+y|a\rangle$. The first row of the eigenvalue equation is
\begin{equation}
V_3x-V_2y=-Wx
\quad\Longrightarrow\quad
\frac yx=\frac{W+V_3}{V_2}.
\end{equation}
With $x^2+y^2=1$, the probability of finding an electron on the anion is
\begin{equation}
y^2=\frac{(W+V_3)^2}{V_2^2+(W+V_3)^2}.
\end{equation}
Since $V_2^2=W^2-V_3^2=(W-V_3)(W+V_3)$, the denominator equals $(W+V_3)(W-V_3+W+V_3)=2W(W+V_3)$. Therefore
\begin{equation}
y^2=\frac{1+\alpha_p}{2},\qquad
x^2=\frac{1-\alpha_p}{2},\qquad
\alpha_p=\frac{V_3}{\sqrt{V_2^2+V_3^2}} .
\label{eq:alpha}
\end{equation}
The number $\alpha_p$ is the polarity. It is zero when the two hybrids have the same energy, and it approaches one when $V_3\gg V_2$. Two electrons of opposite spin fill the lower state, so the bond places $1+\alpha_p$ electrons on the anion and $1-\alpha_p$ on the cation.

\subsection{The static charge}

The cation core, meaning the atom without its valence electrons, has charge $4-\Delta Z$. Four bonds bring $4(1-\alpha_p)$ electrons to it. The net charge of the cation at rest is
\begin{equation}
Z^*=(4-\Delta Z)-4(1-\alpha_p)=4\alpha_p-\Delta Z .
\label{eq:static}
\end{equation}
For the anion the same count gives $(4+\Delta Z)-4(1+\alpha_p)=\Delta Z-4\alpha_p=-Z^*$, as neutrality requires.

The term $-\Delta Z$ expresses a simple fact. If each bond shared its electrons equally, each atom would hold four valence electrons. The cation brought fewer than four and would be negative. Polarity must first compensate this excess before the cation becomes positive, which happens at $\alpha_p=\Delta Z/4$.

\subsection{The dipole of a displaced cell}

Place the origin at the equilibrium position of the cation. After the displacement the cation is at $\mathbf u$, and its four neighbours remain at $d\,\mathbf n_i$. The position operator is taken to be diagonal in the hybrids, with each hybrid centred on its nucleus. The dipole that an $s$ and a $p$ orbital can form on one atom is thereby left out. If bond $i$ now has polarity $\alpha_i$, the dipole assigned to the cell is
\begin{equation}
\mathbf p(\mathbf u)=e(4-\Delta Z)\mathbf u
-e\sum_{i=1}^4\Big[(1-\alpha_i)\mathbf u+(1+\alpha_i)\,d\,\mathbf n_i\Big]+\text{const},
\label{eq:dipole}
\end{equation}
where the constant comes from the fixed anion core. Put $\alpha_i=\alpha_p+\delta\alpha_i$, with $\delta\alpha_i$ of first order in $\mathbf u$. The product $\delta\alpha_i\,\mathbf u$ is of second order and is dropped. The static part $(1+\alpha_p)d\sum_i\mathbf n_i$ vanishes. What remains is
\begin{align}
\delta\mathbf p
&=e\big[(4-\Delta Z)-4(1-\alpha_p)\big]\mathbf u
-e\,d\sum_{i=1}^4\delta\alpha_i\,\mathbf n_i\nonumber\\
&=e\,Z^*\mathbf u-e\,d\sum_{i=1}^4\delta\alpha_i\,\mathbf n_i .
\label{eq:dp}
\end{align}
The first term is the static charge carried along by the moving atom. The second is charge transfer: when the polarity of a bond rises by $\delta\alpha_i$, that number of electrons passes from the cation to the anion, across the vector $d\,\mathbf n_i$. The factor is $\delta\alpha_i$ and not $2\,\delta\alpha_i$, because each of the two electrons changes its anion probability by $\delta\alpha_i/2$.

\subsection{How the covalent energy responds}

The new length of bond $i$ follows from the vector $d\,\mathbf n_i-\mathbf u$:
\begin{equation}
d_i=\sqrt{d^2-2d\,\mathbf u\cdot\mathbf n_i+u^2}
= d-\mathbf u\cdot\mathbf n_i+O(u^2).
\label{eq:length}
\end{equation}
A cation that moves towards an anion shortens that bond.

The couplings between $s$ and $p$ orbitals of neighbouring atoms are taken to vary as the inverse square of the distance. They are
\begin{equation}
V_{ll'm}=\eta_{ll'm}\,\frac{\hbar^2}{m_e d^2},
\label{eq:eta}
\end{equation}
with $m_e$ the electron mass and with one set of numbers $\eta$ for all compounds. The sideways part of the displacement also needs attention, because it turns the bond away from the direction of its hybrids. Suppose that the hybrids keep their directions. They are $\frac12(s_c+\sqrt3\,p_{c}^{\mathbf n})$ on the cation and $\frac12(s_a-\sqrt3\,p_a^{\mathbf n})$ on the anion, where $p^{\mathbf n}$ is the $p$ orbital along $\mathbf n$. Let the displaced bond have direction $\mathbf n'$, and let $q=\mathbf n\cdot\mathbf n'$. The two-centre rules give
\begin{align}
\langle s_c|H|s_a\rangle&=V_{ss\sigma}, &
\langle s_c|H|p_a^{\mathbf n}\rangle&=qV_{sp\sigma},\nonumber\\
\langle p_c^{\mathbf n}|H|s_a\rangle&=-qV_{sp\sigma}, &
\langle p_c^{\mathbf n}|H|p_a^{\mathbf n}\rangle&=q^2V_{pp\sigma}+(1-q^2)V_{pp\pi}.
\end{align}
The coefficients of the four terms in the hybrid coupling are $\frac14$, $-\frac{\sqrt3}4$, $\frac{\sqrt3}4$ and $-\frac34$. Hence
\begin{equation}
-V_2=\tfrac14\Big[V_{ss\sigma}-2\sqrt3\,q\,V_{sp\sigma}
-3q^2V_{pp\sigma}-3(1-q^2)V_{pp\pi}\Big].
\label{eq:v2}
\end{equation}
A sideways displacement $u_\perp$ turns the bond by an angle of about $u_\perp/d$, so $q=1-O(u_\perp^2)$. The direction therefore has no first-order effect, and neither does $u_\perp$ change the length in first order. What is left is the change of length, for which every term scales as $d^{-2}$:
\begin{equation}
\frac{\delta V_2}{V_2}=-2\,\frac{\delta d_i}{d}
=\frac{2\,\mathbf u\cdot\mathbf n_i}{d}.
\label{eq:dv2}
\end{equation}

\subsection{How the polarity responds}

The polar energy $V_3$ is held fixed. Differentiating $\alpha_p=V_3(V_2^2+V_3^2)^{-1/2}$ with respect to $V_2$ gives
\begin{equation}
\frac{\partial\alpha_p}{\partial V_2}
=-\frac{V_3V_2}{(V_2^2+V_3^2)^{3/2}}
=-\frac{1}{V_2}\,\frac{V_3}{W}\,\frac{V_2^2}{W^2}
=-\frac{\alpha_p(1-\alpha_p^2)}{V_2},
\end{equation}
since $V_2^2/W^2=1-\alpha_p^2$. Together with Eq.~\eqref{eq:dv2},
\begin{equation}
\delta\alpha_i=-\alpha_p(1-\alpha_p^2)\frac{\delta V_2}{V_2}
=-2\alpha_p(1-\alpha_p^2)\,\frac{\mathbf u\cdot\mathbf n_i}{d}.
\label{eq:dalpha}
\end{equation}
A shortened bond has a larger covalent energy, shares its electrons more evenly and returns some of them to the cation.

\subsection{The result}

Insert Eq.~\eqref{eq:dalpha} into Eq.~\eqref{eq:dp}. The two minus signs cancel, the length $d$ cancels, and Eq.~\eqref{eq:tensor} performs the sum:
\begin{align}
\delta\mathbf p
&=eZ^*\mathbf u+2e\,\alpha_p(1-\alpha_p^2)\sum_{i=1}^4(\mathbf u\cdot\mathbf n_i)\mathbf n_i\nonumber\\
&=e\Big[Z^*+\frac83\,\alpha_p(1-\alpha_p^2)\Big]\mathbf u .
\end{align}
Comparison with Eq.~\eqref{eq:def} gives
\begin{equation}
e_T^*=4\alpha_p-\Delta Z+\frac83\,\alpha_p(1-\alpha_p^2).
\label{eq:main}
\end{equation}
The factor $8/3$ is the product of the 2 from the inverse-square law and the $4/3$ from the tetrahedral sum.

The sign of the transfer term can be followed in one bond. When the cation moves towards an anion, electrons flow back to the cation, opposite to its motion. Negative charge moving backwards is a dipole pointing forwards. On the far side the bond is stretched, and electrons flow from the cation to the anion behind it, again backwards. Both flows add to the dipole of a positive ion moving forwards.

\subsection{Limits and the largest possible charge}

Collecting powers of the polarity turns Eq.~\eqref{eq:main} into
\begin{equation}
e_T^*=\frac{20}{3}\alpha_p-\frac83\alpha_p^3-\Delta Z .
\label{eq:cubic}
\end{equation}
The transfer term vanishes at both ends of the range. At $\alpha_p=0$ the two hybrids are degenerate, and a change of $V_2$ leaves the equal sharing intact. At $\alpha_p=1$ both electrons are on the anion, and the response of the polarity to $V_2$ is zero; then $e_T^*=4-\Delta Z$, the charge of the bare cation core.

Between these ends the slope is
\begin{equation}
\frac{d e_T^*}{d\alpha_p}=\frac{20}{3}-8\alpha_p^2,
\label{eq:slope}
\end{equation}
which is positive up to $\alpha_m=\sqrt{5/6}=0.913$ and negative beyond it. The value there is
\begin{equation}
e_{T,\max}^*=\alpha_m\Big(\frac{20}{3}-\frac83\cdot\frac56\Big)-\Delta Z
=\frac{40}{9}\alpha_m-\Delta Z=4.06-\Delta Z .
\label{eq:max}
\end{equation}
The model cannot give a III-V charge above 3.06 or a II-VI charge above 2.06, whatever the atomic energies are. These are ceilings of the formula and not estimates for any compound.

\section{Second half: numbers, measured size and limits of the model}

\subsection{Symbols and results carried over}

A bond of length $d$ joins a cation hybrid to an anion hybrid. Half the cation-minus-anion hybrid energy is $V_3$, the strength of their coupling is $V_2\propto d^{-2}$, and the polarity is $\alpha_p=V_3/\sqrt{V_2^2+V_3^2}$. Each bond holds $1-\alpha_p$ electrons on the cation and $1+\alpha_p$ on the anion. The unit vectors $\mathbf n_i$ point from a cation to its four neighbours, and $\mathbf u$ is the displacement of the cation sublattice relative to the anions. With $\Delta Z=1$ for III-V and $2$ for II-VI compounds, the charges of the cation in units of $e$ are
\begin{equation}
Z^*=4\alpha_p-\Delta Z,\qquad
e_T^*=Z^*+\frac83\,\alpha_p(1-\alpha_p^2).
\label{eq:restate}
\end{equation}
The first is the static charge. The second also contains the charge that flows along the bonds when their lengths change at fixed $V_3$.

The bond model gives the transverse charge as the static charge plus a transfer term, both fixed by the polarity and $\Delta Z$, with a ceiling of $4.06-\Delta Z$. It remains to put in numbers for six compounds, compare them with the measured size and test the limits of the model.
